# Relabelling identical oxygens in a hafnia switching-path calculation

**The argument under review**

The argument runs as follows. "Oxygen atoms are identical. Exchanging two oxygen labels in the final hafnia structure leaves its energy unchanged. The order of atoms in the final file therefore cannot affect the switching barrier."

The first two sentences are right. The third does not follow from them, because a path calculation receives more than two energies: it receives a correspondence that says which initial atom becomes which final atom. My comments concern what that correspondence changes and what it leaves alone.

**1. What permutation symmetry guarantees**

Collect the labelled atomic positions in $R$, and let $\pi$ permute identical atoms. At fixed cell and zero field, the energy satisfies $V(\pi R)=V(R)$. If $A$ and $B$ are the initial and final structures, then $V(\pi B)=V(B)$.

The straight interpolation between them is
$$R(\lambda)=A+\lambda(B-A),\qquad 0\le\lambda\le1 .$$
Relabel both endpoints in the same way. Since $\pi$ acts linearly,
$$\pi A+\lambda(\pi B-\pi A)=\pi R(\lambda),$$
and every energy on the path is unchanged. Relabel the final structure alone, and the path becomes
$$R'(\lambda)=A+\lambda(\pi B-A).$$
For $0<\lambda<1$ this is in general not a permutation of $R(\lambda)$, so the symmetry does not equate the two profiles. Path relaxation does not repair the choice, because it holds both endpoints fixed.

In a periodic crystal each atom also needs a lattice image. Along the polar axis $z$, with repeat length $c$,
$$\Delta z_i=z_{B,\pi(i)}+n_i c-z_{A,i},$$
where $n_i$ is an integer. Let $b(A,B_{\pi,n})$ be the lowest barrier from $A$ to one labelled copy of $B$. Any continuous path that ends in the physical crystal $B$ ends at one of these copies, so at zero field the lowest barrier between the two crystals is
$$b_{\rm phys}=\min_{\pi,n} b(A,B_{\pi,n}).$$
Identity of the atoms thus calls for a minimum over correspondences. In a field, copies with different $n$ are no longer equivalent (section 5), and the lowest barrier may lead to an endpoint that the field disfavours. It does not make all correspondences equivalent.

**2. A case in which the argument can be tested**

Consider a column of polar oxygens in a frozen Hf frame, with two mobile oxygens per repeat and all repeats moving together. Hf planes are $h=c/2$ apart, at $z=\pm h/2,\pm3h/2,\ldots$, and $z=0$ is the centre of an oxygen cage. Each oxygen has a site energy
$$U(z)=B_0(\cos\theta-\cos\theta_0)^2,\quad \theta=\frac{2\pi z}{h},\quad \theta_0=\frac{2\pi d}{h},$$
with wells at $z=\pm d$ in every cage. A lateral displacement $x$ costs $Kx^2/2$, and oxygens at distance $r$ repel with $\phi(r)=\phi_h e^{(h-r)/\rho}$, summed over periodic images.

The parameters are $c=0.50$ nm, $h=0.25$ nm, $d=0.05$ nm, $B_0=0.25$ eV, $K=200$ eV/nm², $\phi_h=0.08$ eV and $\rho=0.025$ nm. Energies are per two-oxygen repeat, relative to the initial state.

The initial positions are $(z_1,z_2)=(d,h+d)=(0.05,0.30)$ nm. The final crystal has oxygens at $-d$ and $h-d$. Infinitely many correspondences lead to it, since each atom may end in any lattice image. Three of them are compared here:

| Correspondence | $\Delta z_1,\Delta z_2$ (nm) | Straight-line maximum (eV) | Relaxed maximum (eV) |
|---|---:|---:|---:|
| direct | $-0.10,-0.10$ | 0.239 | 0.239 |
| raw swap | $+0.15,-0.35$ | 1763 | 2.44 |
| wrapped swap | $+0.15,+0.15$ | 0.857 | 0.857 |

The last row arises from the second when software applies the minimum-image rule: $-0.35$ nm exceeds half a repeat in magnitude and becomes $-0.35+0.50=+0.15$ nm. A label exchange followed by automatic wrapping has turned motion within a cage into motion through an Hf plane. All three endpoints have the same energy.

**3. Where the barriers come from**

In the direct and wrapped motions the oxygens keep their separation $h$. The repulsion is then constant, and $U(z+h)=U(z)$ gives a profile $2U(z_1)$. The direct path crosses the cage centre, $\theta=0$:
$$b_{\rm dir}=2B_0(1-\cos\theta_0)^2=0.50(1-0.309)^2=0.239\ {\rm eV}.$$
The wrapped path crosses an Hf plane, $\theta=\pi$, where $\cos\theta=-1$:
$$b_{\rm wr}=2B_0(1+\cos\theta_0)^2=0.50(1.309)^2=0.857\ {\rm eV}.$$

These are path maxima. To see whether they are saddles, differentiate $U$ twice:
$$U''=-2B_0\left(\frac{2\pi}{h}\right)^2\left[\cos\theta(\cos\theta-\cos\theta_0)-\sin^2\theta\right].$$
This gives $-218$ eV/nm² at the cage centre and $-413$ eV/nm² at the Hf plane, so the common motion is unstable at both.

Now let the separation be $h+\sigma$, with the oxygens displaced by $\mp\sigma/2$. The site terms contribute curvature $2(1/2)^2U''=U''/2$. The two neighbour repulsions sum to $2\phi_h\cosh(\sigma/\rho)$, with curvature $2\phi_h/\rho^2=256$ eV/nm². The totals are $256-109=147$ and $256-207=49$ eV/nm², both positive.

For a relative lateral displacement $X$, the springs give $KX^2/4$, with curvature $K/2=100$ eV/nm². The two neighbour bonds lengthen by $X^2/(2h)$ each and contribute $2\phi'(h)/h=-2\phi_h/(\rho h)=-25.6$ eV/nm². The sum is positive, as is the curvature for common lateral motion. Reflection symmetry removes the cross terms, so within the two-oxygen repeat each point has one unstable direction and is a first-order saddle. This depends on the cell. In a longer repeat, an axial mode of wavevector $q$ has curvature $U''+2\phi''(h)(1-\cos qh)$, with $\phi''(h)=\phi_h/\rho^2=128$ eV/nm². Doubling the repeat ($qh=\pi/2$) gives $+38$ eV/nm² at the cage centre but $-157$ eV/nm², twice, at the Hf plane, and tripling it makes the cage-centre point a higher-order saddle as well. Staggered motion then lowers the barrier per two-oxygen repeat: to about 0.74 eV for wrapped motion with four oxygens, and to about 0.16 (direct) and 0.40 eV (wrapped) with eight, the last through a saddle with a sideways zigzag of the compressed oxygens. These are the lowest values found, not proven minima. The values 0.239 and 0.857 eV belong to the two-oxygen repeat; their order is the same in these longer cells.

The raw swap is different. Its straight line puts both atoms at $z=0.125$ nm when $\lambda=1/2$. The value of 1763 eV is finite only because the model repulsion is finite at zero distance; it has no meaning as a barrier. The relaxed path moves the atoms sideways around each other.

A lower bound shows why this remains costly. The separation $z_2-z_1$ changes from $+h$ to $-h$, so it must pass through zero. There, $U\ge0$ and the other image repulsions are positive, while the initial repulsion is $2\phi_h$. Therefore
$$b_{\rm raw}\ge\min_X\left[\frac{KX^2}{4}+\phi(X)\right]-2\phi_h .$$
The bracket is convex for $X>0$, and its minimum satisfies $KX/2=\phi(X)/\rho$, or $X\simeq0.204$ nm. The bound is about $2.08+0.50-0.16=2.42$ eV, close to the relaxed 2.44 eV.

An independent search looked for the lowest energy at which each pair of endpoints becomes connected. It used a 0.005 nm grid with $z_1$ from $-0.15$ to $0.35$ nm, $z_2$ from $-0.15$ to $0.55$ nm and $X$ from 0 to $0.30$ nm. The common lateral coordinate could be set to zero because it adds a non-negative spring energy and nothing else. The results were 0.239, 2.441 and 0.855 eV for direct, raw and wrapped motion. Within that region, the relaxed paths did not miss a markedly lower route to their assigned endpoints.

**4. Two corrections that should not be overstated**

First, relabelling can change the barrier, but it need not. Suppose a symmetry of the energy leaves $A$ fixed and maps one labelled final structure to another. It maps every path between the first pair to a path of equal energy between the second, so the barriers agree. Here $(z_1,z_2)\mapsto(z_2-h,z_1+h)$ is such a symmetry. It turns the raw displacements $(+0.15,-0.35)$ nm into $(-0.35,+0.15)$ nm, with the same barrier.

Second, choosing the shortest total displacement is a useful starting guess, not a proof of the lowest barrier. Multiply $U$ by $1+g\cos\theta$ with $g=0.6$, all else held fixed. The factor is positive, so the wells stay at $\pm d$ with zero site energy. With $u=\cos\theta$,
$$\frac{dU}{du}=B_0(u-\cos\theta_0)\left[2+3gu-g\cos\theta_0\right].$$
The bracket is positive for $-1\le u\le1$, so the maxima remain at the cage centre and the Hf plane. The concerted barriers become
$$2B_0(0.691)^2(1.6)=0.382\ {\rm eV},\qquad 2B_0(1.309)^2(0.4)=0.343\ {\rm eV}.$$
The grid search gives 0.381 and 0.343 eV. The direct motion is still shorter, 0.10 against 0.15 nm per atom, yet in the two-oxygen repeat it now has the higher barrier. This reversal depends on the cell: with staggered motion allowed, the direct and wrapped barriers per repeat are about 0.336 and 0.343 eV with four oxygens and 0.19 and 0.32 eV with eight, so the direct path is again the lower. The example shows only that, in a given cell, the shortest displacement need not give the lowest barrier.

**5. A change of lattice image matters in a field**

Give each oxygen a rigid charge $-2e$, and let $\Omega=0.065$ nm³ be the volume per repeat. The polarization change along a path is
$$\Delta P=-\frac{2e}{\Omega}\sum_i\Delta z_i .$$
For direct motion the sum is $-0.20$ nm and $\Delta P=+98.6$ µC/cm². For the raw swap the sum is also $-0.20$ nm: a permutation without a change of images merely reorders the final positions in the sum. For the wrapped swap it is $+0.30$ nm and $\Delta P=-147.9$ µC/cm². The two values differ by 246.5 µC/cm², which is two polarization quanta $ec/\Omega=123.2$ µC/cm².

A uniform field $E$ adds $-E\Omega\Delta P$ to the final energy relative to the initial one. At $+1$ MV/cm, or 0.1 V/nm, this is $-0.040$ eV for direct motion and $+0.060$ eV for wrapped motion. The raw swap has the same $-0.040$ eV as the direct motion: a permutation alone leaves the energy unchanged in any uniform field. After wrapping, the final atomic arrangement is the same, but the charge carried through the circuit is not. A change of lattice image can therefore reverse the field direction that favours the calculated path.

**6. Relation to real hafnia capacitors**

Half of the direct $\Delta P$ is 49 µC/cm², in the rough range expected for polar orthorhombic hafnia. The site energies and repulsion are round model values, so the barriers are not predictions for a film. Rigid charges, a frozen Hf frame and a straight column are further simplifications; in the real orthorhombic phase, successive polar oxygens along the axis are also offset sideways in alternation. As a rough estimate of lattice response, let a strain $\eta$ multiply the barrier by $e^{-10\eta}$ at an elastic cost set by 400 GPa. The direct and wrapped barriers fall to 0.223 and 0.703 eV. The latter needs 3.7 percent strain, which is large for linear elasticity. Because both barriers receive the same factor, this estimate cannot change their order and says nothing about it. If the path through the Hf plane softens more strongly, the order can reverse; here that takes a coefficient of about 55 for the wrapped path against 10 for the direct one.

Real devices do not switch uniformly. A 3 nm cube holds 415 repeats, and moving them together by the direct path costs about 99 eV, against a thermal energy of 0.026 eV at 300 K. The ideal field that removes the direct barrier is 18.5 MV/cm, above a rough breakdown field of 5 MV/cm. Real films switch near 1 MV/cm in rough terms, more than a factor of ten lower. The ideal field marks the loss of stability of the perfect column. It is the same in longer repeats and depends on the round site energy and the rigid charges, so the model does not show what causes this gap. Nucleation and wall motion need their own path calculations, with the same care over labels.

Smaller corrections do not reverse the order here. The harmonic tunnelling crossovers are 44 and 61 K, below room temperature; harmonic vibrational free energy and tunnelling at 300 K together lower the barriers to about 0.22 and 0.82 eV. For a 10 nm film of relative permittivity 30, with a total vacuum-equivalent electrode gap of 0.02 nm, the initial depolarizing field is 1.05 MV/cm if the initial polarization is $-49$ µC/cm², the branch centred on the direct path. Held constant up to the saddle, it shifts the direct and wrapped barriers by $-0.021$ and $+0.032$ eV. The branch is set by the film termination. On the branch centred on the wrapped path, $+74$ µC/cm², the field is 1.58 MV/cm in the opposite direction and the shifts are $+0.032$ and $-0.047$ eV. The field in fact follows the polarization, and the depolarizing energy is quadratic in it. Allowing for this, with the initial state and the saddle both relaxed, changes the direct and wrapped shifts to $-0.010$ and $+0.056$ eV on the first branch and to $+0.044$ and $-0.023$ eV on the second. The order is the same in all cases.

**Requested revision**

The conclusion should read: "Relabelling the final structure leaves its energy unchanged (in a field, only if the lattice images are kept), but may select another mechanism and barrier." The calculation should report the displacement of every oxygen after wrapping and compare the plausible correspondences. If atoms collide on the initial line, the path should be displaced sideways before relaxation: on a mirror-symmetric line the lateral force vanishes, and at coincidence its direction is undefined. The lowest barrier found should be described as the lowest among the correspondences examined, unless the others have been excluded. The numerical output below gives the values for all three cases.

## Numbers as computed

```
Repeat c, plane spacing h, shift d: 0.500, 0.250, 0.050 nm
Volume per two mobile oxygens: 0.065 nm^3
Oxygen charge: -2 e; site amplitude B: 0.250 eV
Lateral spring: 200 eV/nm^2
O-O repulsion at h: 0.080 eV; decay: 0.025 nm
cos(theta0): 0.3090
Largest endpoint energy difference: 0.0e+00 eV
direct: moves of O1, O2: -0.100, -0.100 nm
direct: straight-line maximum: 0.239 eV
direct: relaxed string maximum: 0.239 eV
direct: lowest connection on grid: 0.239 eV
direct: polarization change: +98.6 uC/cm^2
direct: endpoint field term at +1 MV/cm: -0.040 eV
raw swap: moves of O1, O2: +0.150, -0.350 nm
raw swap: straight-line maximum: 1762.814 eV
raw swap: relaxed string maximum: 2.440 eV
raw swap: lowest connection on grid: 2.441 eV
raw swap: polarization change: +98.6 uC/cm^2
raw swap: endpoint field term at +1 MV/cm: -0.040 eV
wrapped swap: moves of O1, O2: +0.150, +0.150 nm
wrapped swap: straight-line maximum: 0.857 eV
wrapped swap: relaxed string maximum: 0.857 eV
wrapped swap: lowest connection on grid: 0.855 eV
wrapped swap: polarization change: -147.9 uC/cm^2
wrapped swap: endpoint field term at +1 MV/cm: +0.060 eV
Formula barrier, direct: 0.2387 eV
Formula barrier, wrapped swap: 0.8568 eV
Polarization quantum e*c/volume: 123.2 uC/cm^2
Direct minus wrapped, in quanta: 2
Counterexample parameter g: 0.6
Counterexample barrier, direct: 0.382 eV
Counterexample barrier, wrapped: 0.343 eV
Counterexample grid, direct/wrapped: 0.381/0.343 eV
Thermal energy at 300 K: 0.0259 eV
Boltzmann gap direct/wrapped at 300 K: 10.4 decades
Tunnelling crossover, direct/wrapped: 44/61 K
Breathing inputs: 400 GPa, softening 10
Breathing barrier, direct/wrapped: 0.223/0.703 eV
Breathing strain, direct/wrapped: 1.29/3.66 percent
Ideal switching field, direct/wrapped: 18.5/45.8 MV/cm
Rough breakdown field used: 5 MV/cm
Film, electrode gap, permittivity: 10 nm, 0.02 nm, 30
Initial depolarizing field: 1.05 MV/cm
Its barrier shift, direct/wrapped: -0.021/+0.032 eV
Repeats in a 3 nm cube: 415
Concerted direct barrier of that cube: 99 eV
```
